# Voltage temperature coefficient of an ideal Schottky contact at constant current: a numerical check

```python
# Result under test: a Schottky contact at constant current density J obeys
#   dV/dT = -(barrier - q V + 2 k T)/(q T)     when q V >> k T,
# and, with electrons returning from the metal included,
#   dV/dT = V/T - (1 - exp(-q V/k T)) (barrier + 2 k T)/(q T).
# barrier: height above the metal Fermi level (eV); V: forward bias (V);
# T: temperature (K); q: elementary charge; k: Boltzmann constant.
# Independent side: wavevector integral of the electron flux over silicon's
# six valleys with Fermi-Dirac occupation, solved numerically for V at fixed J.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

q, hbar, m0 = const.e, const.hbar, const.m_e
k_eV = const.k / q
barrier, V0, T0 = 0.70, 0.30, 300.0
m_long, m_trans = 0.92, 0.19          # rough silicon masses / m0
doping = 1e16                         # cm^-3
eps = 11.7 * const.epsilon_0          # F/m, rough silicon value
mobility_300 = 1200.0                 # cm^2/Vs, rough
layer_cm = 1e-4
ideality = 1.05
barrier_drift = -0.25e-3              # eV/K, rough silicon gap shrinkage


def emitted_flux(depth, T, points=40):
    """Current (A/cm^2) and mean kinetic energy (eV) of one-way emission;
    depth is the distance of the Fermi level below the barrier top (eV)."""
    kT = const.k * T
    nodes, weights = np.polynomial.legendre.leggauss(points)
    current = energy_current = 0.0
    for masses in ((m_long, m_trans, m_trans), (m_trans, m_long, m_trans),
                   (m_trans, m_trans, m_long)):
        m = np.array(masses) * m0
        kmax = np.sqrt(2 * m * 40 * kT) / hbar
        k_axis = [0.5 * K * (nodes + 1) for K in kmax]
        w_axis = [0.5 * K * weights for K in kmax]
        kx, ky, kz = np.meshgrid(*k_axis, indexing="ij", sparse=True)
        wx, wy, wz = np.meshgrid(*w_axis, indexing="ij", sparse=True)
        E = hbar**2 / 2 * (kx**2 / m[0] + ky**2 / m[1] + kz**2 / m[2])
        occupation = 1 / (np.exp(E / kT + depth / (k_eV * T)) + 1)
        # two valleys per axis, two spins, four quadrants of (ky, kz)
        integrand = (2 * 2 * 4 * q / (2 * np.pi)**3 * hbar * kx / m[0]
                     * occupation * wx * wy * wz)
        current += integrand.sum() * 1e-4
        energy_current += (integrand * E).sum() * 1e-4
    return current, energy_current / current / q


def net_current(V, T):
    return emitted_flux(barrier - V, T)[0] - emitted_flux(barrier, T)[0]


def voltage_at(current_law, J, T, V_guess):
    return brentq(lambda V: current_law(V, T) / J - 1,
                  V_guess - 0.1, V_guess + 0.1, xtol=1e-14, rtol=1e-14)


def numerical_slope(current_law, V, T, step=0.05):
    """Central difference at constant current; the small step (K) keeps the
    truncation error near 1e-9 V/K even at low bias, where V(T) bends most."""
    J = current_law(V, T)
    return (voltage_at(current_law, J, T + step, V)
            - voltage_at(current_law, J, T - step, V)) / (2 * step)


def forward_slope(V, T):
    return -(barrier - V + 2 * k_eV * T) / T


def full_slope(V, T):
    return V / T + np.expm1(-V / (k_eV * T)) * (barrier + 2 * k_eV * T) / T


# Emission constant, current and mean energy
mass_factor = 2 * m_trans + 4 * np.sqrt(m_long * m_trans)
A_star = mass_factor * q * m0 * const.k**2 / (2 * np.pi**2 * hbar**3) * 1e-4
kT0 = k_eV * T0
J_forward, mean_kinetic = emitted_flux(barrier - V0, T0)
J_law = A_star * T0**2 * np.exp(-(barrier - V0) / kT0)
assert abs(J_forward / J_law - 1) < 1e-6
assert abs(mean_kinetic / (2 * kT0) - 1) < 1e-6
mesh_shift = emitted_flux(barrier - V0, T0, 24)[0] / J_forward - 1
assert abs(mesh_shift) < 1e-5

# Temperature coefficient at two biases
slope = forward_slope(V0, T0)
slope_direct = numerical_slope(net_current, V0, T0)
assert abs(slope_direct - full_slope(V0, T0)) < 1e-9
assert abs(slope_direct - slope) < 1e-7
V_low = 0.03
slope_low = numerical_slope(net_current, V_low, T0)
assert abs(slope_low - full_slope(V_low, T0)) < 1e-8
assert abs(slope_low - forward_slope(V_low, T0)) > 1e-4
energy_slope = -(barrier - V0 + mean_kinetic) / T0
assert abs(energy_slope - slope_direct) < 1e-7

# Rise of current at fixed voltage, curvature, and a finite excursion
rise = (np.log(net_current(V0, T0 + 0.5))
        - np.log(net_current(V0, T0 - 0.5)))
rise_law = (barrier - V0 + 2 * kT0) / (kT0 * T0)
assert abs(rise - rise_law) < 1e-6
gain = (np.log(net_current(V0 + 1e-4, T0))
        - np.log(net_current(V0 - 1e-4, T0))) / 2e-4
assert abs(gain * kT0 - 1) < 1e-4
assert abs(-rise / gain - slope_direct) < 1e-7
J0 = net_current(V0, T0)
V_plus = voltage_at(net_current, J0, T0 + 2, V0)
V_minus = voltage_at(net_current, J0, T0 - 2, V0)
curvature = (V_plus - 2 * V0 + V_minus) / 4
assert abs(curvature / (-2 * k_eV / T0) - 1) < 0.01  # return flow: below 1%
T_hot = 350.0
V_hot = voltage_at(net_current, J0, T_hot, V0)
saturation_hot = A_star * T_hot**2 * np.exp(-barrier / (k_eV * T_hot))
assert abs(V_hot - k_eV * T_hot * np.log1p(J0 / saturation_hot)) < 1e-8
V_tangent = V0 + slope * (T_hot - T0)


# Sizes of neglected effects, one at a time
def ideal(V, T):
    return (A_star * T**2 * np.exp(-barrier / (k_eV * T))
            * np.expm1(V / (k_eV * T)))


def band_states(T):
    dos_mass = 6**(2 / 3) * (m_long * m_trans**2)**(1 / 3) * m0
    return 2 * (dos_mass * const.k * T / (2 * np.pi * hbar**2))**1.5 * 1e-6


def bending(V, T):
    return barrier - V - k_eV * T * np.log(band_states(T) / doping)


def field(V, T):
    """Largest depletion field in V/m."""
    return np.sqrt(2 * q * doping * 1e6 * (bending(V, T) - k_eV * T) / eps)


def lowering(V, T):
    return np.sqrt(q * field(V, T) / (4 * np.pi * eps))


def mobility(T):
    return mobility_300 * (T / 300)**-2.4


def supply_ratio(V, T):
    emission_velocity = A_star * T**2 / (q * band_states(T))
    return emission_velocity / (mobility(T) * field(V, T) * 1e-2)


E00 = hbar / 2 * np.sqrt(doping * 1e6 / (m_trans * m0 * eps))  # eV


def tunnel_exponent(E, top):
    a = E / top
    root = np.sqrt(1 - a)
    return top / E00 * (root - a * np.log((1 + root) / np.sqrt(a)))


def tunnel_gain(V, T, points=200):
    top = bending(V, T)
    x, w = np.polynomial.legendre.leggauss(points)
    below = 0.5 * top * (x + 1)
    return np.sum(0.5 * top * w * np.exp(below / (k_eV * T)
                  - tunnel_exponent(top - below, top))) / (k_eV * T)


# Closed tunnelling exponent against the action integral of the parabola
top0 = bending(V0, T0)
E_test = 0.7 * top0
parabola = q**2 * doping * 1e6 / (2 * eps)
u_in, u_out = np.sqrt(E_test * q / parabola), np.sqrt(top0 * q / parabola)
# scaled position s = u/u_in keeps the quadrature well conditioned
action = quad(lambda s: np.sqrt(max(s * s - 1, 0.0)), 1, u_out / u_in)[0]
action *= 2 * np.sqrt(2 * m_trans * m0 * E_test * q) * u_in / hbar
assert abs(action / tunnel_exponent(E_test, top0) - 1) < 1e-6
assert abs(tunnel_gain(V0, T0, 100) / tunnel_gain(V0, T0) - 1) < 1e-4


def resistance(T):
    return layer_cm / (q * doping * mobility(T))


def with_ideality(V, T):
    return (A_star * T**2 * np.exp(-barrier / (k_eV * T)
            + V / (ideality * k_eV * T)))


laws = {
    "barrier drift with gap": lambda V, T: ideal(V, T)
    * np.exp(-barrier_drift * (T - T0) / (k_eV * T)),
    "ideality factor": with_ideality,
    "image-force change": lambda V, T: ideal(V, T)
    * np.exp((lowering(V, T) - lowering(V0, T0)) / (k_eV * T)),
    "tunnelling": lambda V, T: ideal(V, T) * (1 + tunnel_gain(V, T)),
    "drift-diffusion supply": lambda V, T: ideal(V, T)
    / (1 + supply_ratio(V, T)),
    "series resistance": lambda V, T: ideal(V - J0 * resistance(T), T),
}
reference = numerical_slope(ideal, V0, T0)
shifts = {name: numerical_slope(law, V0, T0) - reference
          for name, law in laws.items()}
ideality_slope = V0 / T0 - ideality * (barrier + 2 * kT0) / T0
assert abs(reference + shifts["ideality factor"] - ideality_slope) < 1e-7
largest = max(shifts, key=lambda name: abs(shifts[name]))

print(f"barrier = {barrier:.2f} eV, bias = {V0:.2f} V, T = {T0:.0f} K")
print(f"masses long, trans = {m_long:.2f}, {m_trans:.2f} m_e")
print(f"thermal energy kT = {kT0:.5f} eV")
print(f"qV/kT = {V0/kT0:.3f}, exp(-qV/kT) = {np.exp(-V0/kT0):.2e}")
print(f"(barrier-qV)/kT = {(barrier-V0)/kT0:.3f}")
print(f"emission constant A* = {A_star:.1f} A/cm2K2")
print(f"current density, integral = {J0:.4f} A/cm2")
print(f"current density, forward law = {J_law:.4f} A/cm2")
print(f"relative current shift, 24 vs 40 mesh = {mesh_shift:.1e}")
print(f"barrier part of slope = {-(barrier-V0)/T0*1e3:.4f} mV/K")
print(f"prefactor part of slope = {-2*k_eV*1e3:.4f} mV/K")
print(f"dV/dT, forward formula = {slope*1e3:.4f} mV/K")
print(f"dV/dT, numerical integral = {slope_direct*1e3:.4f} mV/K")
print(f"dV/dT in units of k/q = {slope/k_eV:.3f}")
print(f"return-flow shift = {(full_slope(V0,T0)-slope)*1e6:.4f} uV/K")
print(f"mean kinetic energy = {mean_kinetic:.5f} eV")
print(f"mean energy above Fermi level = {barrier-V0+mean_kinetic:.5f} eV")
print(f"heat flux at barrier = {J_forward*(barrier-V0+mean_kinetic):.3f} W/cm2")
print(f"current rise at fixed V = {rise*100:.3f} %/K")
print(f"curvature, numerical = {curvature*1e6:.4f} uV/K2")
print(f"curvature, -2k/(qT) = {-2*k_eV/T0*1e6:.4f} uV/K2")
print(f"tangent at zero kelvin = {V0-slope*T0:.4f} V")
print(f"V at {T_hot:.0f} K, same current = {V_hot:.5f} V")
print(f"V at {T_hot:.0f} K, tangent = {V_tangent:.5f} V")
print(f"slope at {V_low:.2f} V, numerical = {slope_low*1e3:.4f} mV/K")
print(f"slope at {V_low:.2f} V, full = {full_slope(V_low,T0)*1e3:.4f} mV/K")
print(f"slope at {V_low:.2f} V, forward = "
      f"{forward_slope(V_low,T0)*1e3:.4f} mV/K")
print(f"doping = {doping:.0e} cm^-3, layer = {layer_cm*1e4:.1f} um")
print(f"relative permittivity = {eps/const.epsilon_0:.1f}")
print(f"mobility at 300 K = {mobility_300:.0f} cm2/Vs")
print(f"assumed barrier drift = {barrier_drift*1e3:.2f} meV/K")
print(f"assumed ideality factor = {ideality:.2f}")
print(f"band bending = {top0:.4f} eV")
print(f"largest field = {field(V0,T0)*1e-8:.4f} MV/cm")
print(f"image-force lowering = {lowering(V0,T0)*1e3:.2f} meV")
print(f"tunnelling energy E00 = {E00*1e3:.3f} meV")
print(f"tunnelling/thermionic current = {tunnel_gain(V0,T0):.3f}")
print(f"emission/drift velocity ratio = {supply_ratio(V0,T0):.3f}")
print(f"series voltage = {J0*resistance(T0)*1e3:.3f} mV")
for name, shift in shifts.items():
    print(f"slope shift, {name} = {shift*1e3:+.4f} mV/K")
print(f"largest listed shift: {largest}")
print("checks complete")
```

It prints:

```
barrier = 0.70 eV, bias = 0.30 V, T = 300 K
masses long, trans = 0.92, 0.19 m_e
thermal energy kT = 0.02585 eV
qV/kT = 11.605, exp(-qV/kT) = 9.12e-06
(barrier-qV)/kT = 15.473
emission constant A* = 246.6 A/cm2K2
current density, integral = 4.2325 A/cm2
current density, forward law = 4.2325 A/cm2
relative current shift, 24 vs 40 mesh = -1.4e-14
barrier part of slope = -1.3333 mV/K
prefactor part of slope = -0.1723 mV/K
dV/dT, forward formula = -1.5057 mV/K
dV/dT, numerical integral = -1.5057 mV/K
dV/dT in units of k/q = -17.473
return-flow shift = 0.0229 uV/K
mean kinetic energy = 0.05170 eV
mean energy above Fermi level = 0.45170 eV
heat flux at barrier = 1.912 W/cm2
current rise at fixed V = 5.824 %/K
curvature, numerical = -0.5723 uV/K2
curvature, -2k/(qT) = -0.5745 uV/K2
tangent at zero kelvin = 0.7517 V
V at 350 K, same current = 0.22405 V
V at 350 K, tangent = 0.22472 V
slope at 0.03 V, numerical = -1.6205 mV/K
slope at 0.03 V, full = -1.6205 mV/K
slope at 0.03 V, forward = -2.4057 mV/K
doping = 1e+16 cm^-3, layer = 1.0 um
relative permittivity = 11.7
mobility at 300 K = 1200 cm2/Vs
assumed barrier drift = -0.25 meV/K
assumed ideality factor = 1.05
band bending = 0.1953 eV
largest field = 0.0229 MV/cm
image-force lowering = 16.79 meV
tunnelling energy E00 = 1.245 meV
tunnelling/thermionic current = 0.388
emission/drift velocity ratio = 0.184
series voltage = 0.220 mV
slope shift, barrier drift with gap = -0.2500 mV/K
slope shift, ideality factor = -0.1253 mV/K
slope shift, image-force change = -0.0154 mV/K
slope shift, tunnelling = +0.0197 mV/K
slope shift, drift-diffusion supply = +0.0320 mV/K
slope shift, series resistance = +0.0010 mV/K
largest listed shift: barrier drift with gap
checks complete
```
